# Cation order in the four-cation Hf-Zr fluorite cell: a numerical check

```python
"""Equal Hf-Zr occupations of the periodic four-cation cubic fluorite cell.

Result under test: all six are L1_0 layers with nearest-neighbour correlation
P1 = <s_i s_j> = -1/3, whereas an infinite random equal alloy has P1 = 0.
Symbols: s = +1 for Hf, -1 for Zr; P1, P2, P3 = mean pair products in the
first three fcc shells; a = cubic edge; N = number of cations in a cell;
J = model energy multiplying s_i s_j for each nearest-neighbour pair.
Site coordinates are integers in units of a/2 with an even sum.
"""
from collections import Counter
from fractions import Fraction
from itertools import combinations, product
import numpy as np
from scipy import constants

rng = np.random.default_rng(12)


def make_sites(shape):
    return [r for r in product(*(range(2 * n) for n in shape))
            if sum(r) % 2 == 0]


def shift_table(shape, vectors):
    sites = make_sites(shape)
    index = {r: i for i, r in enumerate(sites)}
    return np.array([[index[tuple((r[c] + v[c]) % (2 * shape[c])
                                  for c in range(3))]
                      for v in vectors] for r in sites])


def correlation(spins, table):
    return float(np.mean(spins[:, None] * spins[table]))


def equal_occupations(number):
    for chosen in combinations(range(number), number // 2):
        spins = -np.ones(number, dtype=int)
        spins[list(chosen)] = 1
        yield spins


shells = [[v for v in product(range(-2, 3), repeat=3)
           if sum(x * x for x in v) == square] for square in (2, 4, 6)]
assert [len(v) for v in shells] == [12, 6, 24]

# The small cell: geometry, translations, superlattice amplitudes and shells.
small_shape = (1, 1, 1)
small_sites = np.array(make_sites(small_shape))
small_tables = [shift_table(small_shape, v) for v in shells]
translations = shift_table(small_shape, make_sites(small_shape))
for i in range(4):
    sublattice_counts = Counter(small_tables[0][i].tolist())
    assert sublattice_counts == Counter({j: 4 for j in range(4) if j != i})
axis_counts = Counter()
small_results = []
for spins in equal_occupations(4):
    layered_axes = []
    for axis in range(3):
        planes_pure = all(len(set(spins[small_sites[:, axis] == h])) == 1
                          for h in (0, 1))
        if planes_pure:
            layered_axes.append(axis)
    amplitudes = [abs(np.sum(spins * (-1) ** small_sites[:, c])) / 4
                  for c in range(3)]
    assert len(layered_axes) == 1
    assert sorted(amplitudes) == [0, 0, 1]
    assert int(np.argmax(amplitudes)) == layered_axes[0]
    preserved = sum(np.array_equal(spins[translations[:, k]], spins)
                    for k in range(4))
    assert preserved == 2
    axis_counts[layered_axes[0]] += 1
    values = [correlation(spins, table) for table in small_tables]
    assert np.allclose(values, [-1 / 3, 1, -1 / 3], atol=1e-12)
    small_results.append(values)
assert axis_counts == Counter({0: 2, 1: 2, 2: 2})
like_neighbours = int(np.sum(spins[small_tables[0][0]] == spins[0]))
assert like_neighbours == 4

# All compositions of the small cell.
all_values = []
composition_values = {}
for occupation in product((-1, 1), repeat=4):
    spins = np.array(occupation)
    value = correlation(spins, small_tables[0])
    assert abs(value - (spins.sum() ** 2 - 4) / 12) < 1e-12
    mean_spin = spins.mean()
    if abs(mean_spin) < 1:
        short_order = (value - mean_spin ** 2) / (1 - mean_spin ** 2)
        assert abs(short_order + 1 / 3) < 1e-12
    composition_values[int(np.sum(spins == -1))] = value
    all_values.append(value)
assert abs(np.mean(all_values)) < 1e-12

# Complete enumeration of the doubled cell.
double_tables = [shift_table((2, 1, 1), v) for v in shells]
double_values = []
double_second = []
for spins in equal_occupations(8):
    first = correlation(spins, double_tables[0])
    double_values.append(first)
    if abs(first) < 1e-12:
        double_second.append(correlation(spins, double_tables[1]))
double_histogram = Counter(Fraction(v).limit_denominator(96)
                           for v in double_values)
assert abs(np.mean(double_values) + 1 / 7) < 1e-12
assert len(double_second) > 0 and min(double_second) > 0.3

# Fixed-composition sampling and selection in a 32-cation cell.
large_shape = (2, 2, 2)
large_tables = [shift_table(large_shape, v) for v in shells]
balanced = np.array([1] * 16 + [-1] * 16)
large_values = []
for _ in range(4000):
    spins = rng.permutation(balanced)
    large_values.append([correlation(spins, table) for table in large_tables])
large_values = np.array(large_values)
large_mean = large_values[:, 0].mean()
# The sampling error of this mean is about 0.001.
assert abs(large_mean + 1 / 31) < 0.006
matched = large_values[np.all(np.abs(large_values[:, :2]) < 1e-12, axis=1)]
assert len(matched) > 0
best_large = matched[np.argmin(np.abs(matched[:, 2]))]

# L1_1 is a counterexample for a skewed four-cation cell.
l11_spins = np.array([(-1) ** (sum(r) // 2) for r in make_sites(large_shape)])
skew_vectors = [(1, -1, 0), (0, 1, -1), (4, 2, 2)]
skew_cations = abs(np.linalg.det(np.array(skew_vectors))) / 2
skew_table = shift_table(large_shape, skew_vectors)
assert abs(skew_cations - 4) < 1e-12
assert np.all(l11_spins[skew_table] == l11_spins[:, None])
l11_values = [correlation(l11_spins, table) for table in large_tables]
assert np.allclose(l11_values[:2], [0, -1], atol=1e-12)

# Polar Pca2_1 cell, with rough axes and cation displacements.
polar_axes_nm = np.array([0.52, 0.50, 0.51])
base = np.array([-0.03, 0.27, 0.25])
operations = [((1, 1, 1), (0, 0, 0)), ((-1, -1, 1), (0, 0, 0.5)),
              ((1, -1, 1), (0.5, 0, 0)), ((-1, 1, 1), (0.5, 0, 0.5))]


def transform(operation, position):
    return np.array(operation[0]) * position + np.array(operation[1])


polar_sites = np.array([transform(op, base) for op in operations])
permutations = []
for op in operations:
    permutation = []
    for position in polar_sites:
        difference = polar_sites - transform(op, position)
        difference -= np.round(difference)
        matches = np.where(np.max(np.abs(difference), axis=1) < 1e-9)[0]
        assert len(matches) == 1
        permutation.append(int(matches[0]))
    permutations.append(permutation)
classes = {frozenset(frozenset(p[i] for i in pair) for p in permutations)
           for pair in combinations(range(4), 2)}
assert len(classes) == 3 and all(len(group) == 2 for group in classes)

polar_neighbours = []
near_distances = []
next_distances = []
for i in range(4):
    candidates = []
    for j in range(4):
        for image in product((-1, 0, 1), repeat=3):
            if i == j and image == (0, 0, 0):
                continue
            separation = polar_sites[j] + np.array(image) - polar_sites[i]
            distance = np.linalg.norm(separation * polar_axes_nm)
            candidates.append((float(distance), j))
    candidates.sort()
    polar_neighbours.append(candidates[:12])
    near_distances.extend(d for d, _ in candidates[:12])
    next_distances.append(candidates[12][0])
assert max(near_distances) < min(next_distances)
parities = np.round(2 * (polar_sites - polar_sites[0])).astype(int) % 2
like_distance_nm = {}
for spins in equal_occupations(4):
    products = [spins[i] * spins[j] for i in range(4)
                for _, j in polar_neighbours[i]]
    assert abs(np.mean(products) + 1 / 3) < 1e-12
    axis = [c for c in range(3)
            if abs(np.sum(spins * (-1) ** parities[:, c])) == 4]
    assert len(axis) == 1
    like = [d for i in range(4) for d, j in polar_neighbours[i]
            if spins[i] == spins[j]]
    like_distance_nm["abc"[axis[0]]] = float(np.mean(like))
assert len({round(d, 5) for d in like_distance_nm.values()}) == 3

# Energy example: sum every pair once in the small cell.
edge_nm = 0.51
grain_nm = 10.0
temperature_K = 773.0
pair_meV = 2.0
second_pair_meV = 0.5
for spins in equal_occupations(4):
    pair_sum = np.sum(spins[:, None] * spins[small_tables[0]]) / 2
    second_sum = np.sum(spins[:, None] * spins[small_tables[1]]) / 2
    small_energy_meV = pair_meV * pair_sum / 4
    second_energy_meV = second_pair_meV * second_sum / 4
    assert abs(small_energy_meV + 2 * pair_meV) < 1e-12
    assert abs(second_energy_meV - 3 * second_pair_meV) < 1e-12

# Thermal order: exact sum for a bonded pair and all neighbours of either site.
thermal_meV = 1000 * constants.k * temperature_K / constants.e
coupling = -pair_meV / thermal_meV
u = np.tanh(coupling)
thermal_series = u + 4 * u ** 2
ends = [(0, 0, 0), (1, 1, 0)]
surroundings = {tuple(np.add(end, v).tolist()) for end in ends
                for v in shells[0]} - set(ends)
cluster = ends + sorted(surroundings)
assert len(cluster) == 20
bonds = [(i, j) for i, j in combinations(range(20), 2)
         if sum((x - y) ** 2 for x, y in zip(cluster[i], cluster[j])) == 2]
states = np.arange(1 << 20, dtype=np.int32)
unlike = np.zeros(1 << 20, dtype=np.int16)
for i, j in bonds:
    unlike += (((states >> i) ^ (states >> j)) & 1).astype(np.int16)
weights = np.exp(-2 * coupling * unlike)
end_product = 1 - 2 * ((states ^ (states >> 1)) & 1)
thermal_cluster = float(np.sum(weights * end_product) / np.sum(weights))
# The omitted series terms begin at third order in u.
assert abs(thermal_cluster - thermal_series) < 40 * abs(u) ** 3
assert abs(thermal_cluster - u) > 2 * u ** 2

# Random scatter: compare sampled cells with the independent-pair variance.
scatter_shape = (6, 6, 6)
scatter_table = shift_table(scatter_shape, shells[0])
scatter_number = len(scatter_table)
scatter_values = [correlation(rng.choice([-1, 1], scatter_number),
                              scatter_table) for _ in range(600)]
sampled_scatter = np.std(scatter_values)
predicted_scatter = 1 / np.sqrt(6 * scatter_number)
# The relative sampling error of the standard deviation is about 3 percent.
assert abs(sampled_scatter / predicted_scatter - 1) < 0.15
assert abs(np.mean(scatter_values)) < 5 * predicted_scatter / np.sqrt(600)
grain_cations = 4 * (grain_nm / edge_nm) ** 3
grain_scatter = 1 / np.sqrt(6 * grain_cations)

print(f"Equal occupations of small cell: {len(small_results)} (count)")
print(f"Occupations per stacking axis: {axis_counts[0]} (count)")
print(f"Like nearest neighbours: {like_neighbours} of 12 (count)")
for k in range(3):
    print(f"Small cell P{k + 1}: {small_results[0][k]:.6f} (dimensionless)")
for count, value in sorted(composition_values.items()):
    print(f"P1 with {count} Zr of 4: {value:.6f} (dimensionless)")
print(f"Mean P1, all 16 occupations: {abs(np.mean(all_values)):.6f} (dimensionless)")
print(f"Doubled cell, equal occupations: {len(double_values)} (count)")
for value, count in sorted(double_histogram.items()):
    print(f"Doubled cell with P1 = {value}: {count} (count)")
print(f"Doubled cell mean P1: {np.mean(double_values):.6f} (dimensionless)")
print(f"Least P2 when doubled P1=0: {min(double_second):.6f} (dimensionless)")
print(f"Largest P2 when doubled P1=0: {max(double_second):.6f} (dimensionless)")
print(f"32-cation sampled mean P1: {large_mean:.4f} (dimensionless)")
print(f"32-cation predicted mean P1: {-1 / 31:.4f} (dimensionless)")
print(f"32-cation samples: {len(large_values)} (count)")
print(f"Samples with P1=P2=0: {len(matched)} (count)")
for k in range(3):
    print(f"Selected 32-cation P{k + 1}: {best_large[k]:.4f} (dimensionless)")
print(f"L1_1 P1, P2: {l11_values[0]:.1f}, {l11_values[1]:.1f} (dimensionless)")
print(f"Polar-cell symmetry classes: {len(classes)} (count)")
print("Polar axes a, b, c: " + ", ".join(f"{x:.2f}" for x in polar_axes_nm) + " nm")
print("Base cation x, y, z: " + ", ".join(f"{x:.2f}" for x in base) + " (fractional)")
print(f"Polar nearest distances: {min(near_distances):.3f} to {max(near_distances):.3f} nm")
print(f"Next polar distance: {min(next_distances):.3f} nm")
for axis, distance in sorted(like_distance_nm.items()):
    print(f"Mean like distance, {axis} stacking: {distance:.4f} nm")
print(f"Cubic edge: {edge_nm:.2f} nm")
print(f"Cubic nearest distance: {edge_nm / np.sqrt(2):.3f} nm")
print(f"L1_0 plane spacing: {edge_nm / 2:.3f} nm")
print(f"Model J: {pair_meV:.1f} meV per pair")
print(f"Small-cell energy minus random: {small_energy_meV:.2f} meV per cation")
print(f"Model second-neighbour J2: {second_pair_meV:.1f} meV per pair")
print(f"Neglected second-shell shift: {second_energy_meV:.2f} meV per cation")
print(f"Anneal temperature: {temperature_K:.0f} K")
print(f"Thermal energy: {thermal_meV:.2f} meV")
print(f"Thermal u: {u:.5f} (dimensionless)")
print(f"Thermal P1, series: {thermal_series:.5f} (dimensionless)")
print(f"Thermal P1, 20-site sum: {thermal_cluster:.5f} (dimensionless)")
print(f"Thermal-order energy: {6 * pair_meV * thermal_cluster:.3f} meV per cation")
print(f"Grain edge: {grain_nm:.1f} nm")
print(f"Cations in grain: {grain_cations:.0f} (count)")
print(f"Random grain scatter of P1: {grain_scatter:.5f} (dimensionless)")
print(f"Sampled scatter, {scatter_number} cations: {sampled_scatter:.5f} (dimensionless)")
print(f"Predicted scatter, same cell: {predicted_scatter:.5f} (dimensionless)")
print("no test failed")
```

Running it gives:

```
Equal occupations of small cell: 6 (count)
Occupations per stacking axis: 2 (count)
Like nearest neighbours: 4 of 12 (count)
Small cell P1: -0.333333 (dimensionless)
Small cell P2: 1.000000 (dimensionless)
Small cell P3: -0.333333 (dimensionless)
P1 with 0 Zr of 4: 1.000000 (dimensionless)
P1 with 1 Zr of 4: 0.000000 (dimensionless)
P1 with 2 Zr of 4: -0.333333 (dimensionless)
P1 with 3 Zr of 4: 0.000000 (dimensionless)
P1 with 4 Zr of 4: 1.000000 (dimensionless)
Mean P1, all 16 occupations: 0.000000 (dimensionless)
Doubled cell, equal occupations: 70 (count)
Doubled cell with P1 = -1/3: 18 (count)
Doubled cell with P1 = -1/6: 32 (count)
Doubled cell with P1 = 0: 16 (count)
Doubled cell with P1 = 1/3: 4 (count)
Doubled cell mean P1: -0.142857 (dimensionless)
Least P2 when doubled P1=0: 0.333333 (dimensionless)
Largest P2 when doubled P1=0: 0.666667 (dimensionless)
32-cation sampled mean P1: -0.0330 (dimensionless)
32-cation predicted mean P1: -0.0323 (dimensionless)
32-cation samples: 4000 (count)
Samples with P1=P2=0: 108 (count)
Selected 32-cation P1: 0.0000 (dimensionless)
Selected 32-cation P2: 0.0000 (dimensionless)
Selected 32-cation P3: 0.0000 (dimensionless)
L1_1 P1, P2: 0.0, -1.0 (dimensionless)
Polar-cell symmetry classes: 3 (count)
Polar axes a, b, c: 0.52, 0.50, 0.51 nm
Base cation x, y, z: -0.03, 0.27, 0.25 (fractional)
Polar nearest distances: 0.343 to 0.387 nm
Next polar distance: 0.500 nm
Mean like distance, a stacking: 0.3588 nm
Mean like distance, b stacking: 0.3648 nm
Mean like distance, c stacking: 0.3610 nm
Cubic edge: 0.51 nm
Cubic nearest distance: 0.361 nm
L1_0 plane spacing: 0.255 nm
Model J: 2.0 meV per pair
Small-cell energy minus random: -4.00 meV per cation
Model second-neighbour J2: 0.5 meV per pair
Neglected second-shell shift: 1.50 meV per cation
Anneal temperature: 773 K
Thermal energy: 66.61 meV
Thermal u: -0.03002 (dimensionless)
Thermal P1, series: -0.02641 (dimensionless)
Thermal P1, 20-site sum: -0.02694 (dimensionless)
Thermal-order energy: -0.323 meV per cation
Grain edge: 10.0 nm
Cations in grain: 30154 (count)
Random grain scatter of P1: 0.00235 (dimensionless)
Sampled scatter, 864 cations: 0.01361 (dimensionless)
Predicted scatter, same cell: 0.01389 (dimensionless)
no test failed
```
